\section*{Peierls link phases and the origin dependence of naive lattice Landau levels}

\section{A box whose energy depends on a choice of origin}

Put one electron in a square box with hard walls 54 nm apart and apply a uniform magnetic field of 10 T perpendicular to the plane. Replace the derivatives in the Hamiltonian by central differences on a grid of spacing 2 nm, and find the lowest eigenvalue of the resulting matrix. With the vector potential written as $A_y=B(x-x_0)$ and $x_0$ at the centre of the box, the result is 0.591 meV. With $x_0$ moved 80 nm to one side, it is 12.8 meV. The box, the field and the grid are the same in both calculations.

In the continuum this cannot happen. The Hamiltonian of a spinless particle of charge $q$ and mass $m$ in the plane is
\begin{equation}
H=\frac{1}{2m}(\mathbf p-q\mathbf A)^2,\qquad \mathbf p=-i\hbar\nabla .
\end{equation}
The replacement
\begin{equation}
\mathbf A'=\mathbf A+\nabla\chi,\qquad \psi'=e^{ig}\psi,\qquad g=q\chi/\hbar
\label{gauge}
\end{equation}
changes no energy, because $(\mathbf p-q\mathbf A')e^{ig}\psi=e^{ig}(\mathbf p+\hbar\nabla g-q\mathbf A-q\nabla\chi)\psi=e^{ig}(\mathbf p-q\mathbf A)\psi$. Moving $x_0$ by $\delta$ is the case $\chi=-B\delta\,y$. The grid has destroyed this property. To design a better scheme we first locate the damage.

\section{What the naive scheme does}

Let $a$ be the grid spacing, $t=\hbar^2/2ma^2$, and $\alpha_\mu=qaA_\mu/\hbar$ the dimensionless vector potential, with $\mu=x,y$. The subscript $r\pm\mu$ denotes the neighbour of site $r$ in direction $\pm\mu$. The word ``naive'' needs a definition; here it means that the square is expanded first,
\begin{equation}
(\mathbf p-q\mathbf A)^2=p^2-q(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)+q^2A^2 ,
\end{equation}
and each term is then differenced. The three-point formula turns $p^2/2m$ into $t\sum_\mu(2\psi_r-\psi_{r+\mu}-\psi_{r-\mu})$. For direction $\mu$ the cross term is $(i\hbar q/2m)[\partial_\mu(A_\mu\psi)+A_\mu\partial_\mu\psi]$. With central differences it becomes
\begin{equation}
\frac{i\hbar q}{4ma}\left[(A_{r+\mu}+A_r)\psi_{r+\mu}-(A_{r-\mu}+A_r)\psi_{r-\mu}\right],
\end{equation}
where $A$ stands for $A_\mu$. Since $A=\hbar\alpha/qa$, the coefficient of $\psi_{r+\mu}$ is $it\bar\alpha$, with $\bar\alpha$ the average of $\alpha_\mu$ over the two ends of the link. The complete matrix element from $r+\mu$ to $r$ is therefore
\begin{equation}
-t(1-i\bar\alpha),
\label{naivehop}
\end{equation}
and the last term of the square adds $t\sum_\mu\alpha_\mu^2$ on the site. The matrix is Hermitian and tends to the right operator as $a\to0$. Neither fact protects it from the choice of gauge.

\subsection{Landau levels on the naive grid}

Choose the sign of the field so that $qB>0$ (for an electron, $\mathbf B$ along $-z$). Define the magnetic length by $\ell^2=\hbar/qB$, the cyclotron frequency by $\omega_c=qB/m$, and
\begin{equation}
b=\frac{qBa^2}{\hbar}=\frac{a^2}{\ell^2}.
\end{equation}
Number the columns by $j$, so that $x=ja$ and $\alpha_j=b(j-j_0)$, where $x_0=j_0a$. On a grid without ends in $y$ we may take a plane wave with phase $\kappa$ per site. The two hops along $y$ then give
\begin{equation}
-t(1-i\alpha)e^{i\kappa}-t(1+i\alpha)e^{-i\kappa}=-2t\cos\kappa-2t\alpha\sin\kappa .
\end{equation}
Adding the site terms $2t+t\alpha^2$ and completing the square in $\alpha$,
\begin{align}
\frac{E_y}{t}&=2-2\cos\kappa-2\alpha\sin\kappa+\alpha^2\nonumber\\
&=(\alpha-\sin\kappa)^2+2-2\cos\kappa-\sin^2\kappa\nonumber\\
&=(\alpha-\sin\kappa)^2+(1-\cos\kappa)^2 ,
\label{square}
\end{align}
because $2-\sin^2\kappa=1+\cos^2\kappa$.

The first term is a parabola in $j$. Together with the hops along $x$ it makes a lattice oscillator, centred at the column where $\alpha=\sin\kappa$. The second term is a constant, and it is the fault. It is zero for $\kappa=0$, whose state is centred on the gauge origin, and positive for every other $\kappa$.

Let $d$ be the distance of the centre from the origin. Then $\sin\kappa=\alpha_d$ with $\alpha_d=bd/a=ad/\ell^2$. Two values of $\kappa$ share this sine; the lower energy belongs to the one with $\cos\kappa=\sqrt{1-\alpha_d^2}$, and its offset is
\begin{equation}
\Delta E(d)=t\left[1-\sqrt{1-\alpha_d^2}\right]^2 .
\label{offset}
\end{equation}
For small $\alpha_d$ the bracket is $\alpha_d^2/2$, so that
\begin{equation}
\Delta E\simeq\frac{t\alpha_d^4}{4}=\frac{\hbar^2a^2d^4}{8m\ell^8}
=\hbar\omega_c\,\frac{a^2d^4}{8\ell^6},
\label{quartic}
\end{equation}
where $\hbar\omega_c=\hbar^2/m\ell^2$ was used. Since $|\sin\kappa|\le1$, no oscillator is centred farther from the origin than $\ell^2/a$.

At fixed $d$ the offset vanishes as $a^2$, so refining the grid does help. The convergence is not uniform in $d$: doubling the distance multiplies the small-$\alpha_d$ offset by 16, and to hold it constant one must reduce $a$ by a factor 4.

One qualification concerns the words ``origin-dependent''. On an infinite grid, moving $x_0$ by a whole number of sites merely translates the matrix, and the set of all its eigenvalues stays the same. What changes is the energy of a state at a given place and, in general, the spectrum of a finite sample that stays where it is.

\subsection{The size of the offset}

For the free electron mass, 10 T and $a=2$ nm, the parameters are $\ell=8.113$ nm, $t=9.525$ meV, $b=0.06077$ and $\hbar\omega_c=1.158$ meV. The limiting distance $\ell^2/a$ is 32.9 nm. At $d=20$ nm, ten sites from the origin, $\alpha_d=0.6077$ and $\sqrt{1-\alpha_d^2}=0.79416$. Hence
\begin{equation}
\Delta E=9.525\times(0.20584)^2\ \text{meV}=0.404\ \text{meV},
\end{equation}
about a third of the cyclotron energy. Diagonalizing the tridiagonal matrix in $j$ for the corresponding $\kappa$ gives lowest levels of 0.577, 0.598, 0.980 and 3.879 meV at $d=0$, 10, 20 and 30 nm. At 20 nm, spacings of 2, 1 and 0.5 nm give offsets of 0.404, 0.085 and 0.021 meV. The ratio of successive offsets approaches the factor 4 of (\ref{quartic}) as $\alpha_d$ becomes small.

\section{Locating the fault in the hop}

A gauge change on the grid should multiply $\psi_r$ by $e^{ig_r}$. For the matrix to follow, its element from $r+\mu$ to $r$ must acquire the factor $e^{i(g_r-g_{r+\mu})}$. Such a factor cannot alter a modulus. The naive hop (\ref{naivehop}) has modulus $t\sqrt{1+\bar\alpha^2}$, which varies with the gauge, so site phases cannot compensate a general change of $\mathbf A$.

Site phases cannot alter the site term $t\alpha^2$ either, and in a finite sample far from the origin this term outgrows the hop. Take hard walls and $A_y=B(x-x_0)$. The kinetic energy along $x$ is not negative, so dropping it gives a lower bound. What remains is a separate tridiagonal matrix for each column, with diagonal $t(2+\alpha^2)$ and hops $-t(1\mp i\alpha)$. Along an open column the phase of the hops can be removed site by site, which leaves $-t\sqrt{1+\alpha^2}$. For $N$ sites the eigenvectors are $\sin[\pi nk/(N+1)]$, where $k$ numbers the sites and $n=1,\dots,N$, and the eigenvalues are
\begin{equation}
t\left[2+\alpha^2-2\sqrt{1+\alpha^2}\cos\frac{\pi n}{N+1}\right]
>t\left(\sqrt{1+\alpha^2}-1\right)^2 .
\end{equation}
The ground energy of the sample therefore obeys
\begin{equation}
E_0\ge t\min_j\left(\sqrt{1+\alpha_j^2}-1\right)^2 .
\label{bound}
\end{equation}
As the origin recedes, this bound grows without limit.

\subsection{Squaring the differenced momentum does not cure it}

Another reading of ``naive'' is to build the matrix of $\mathbf p-q\mathbf A$ with central differences and then square it. In Landau gauge its $y$ part is $(\hbar/a)(S-\alpha)$, where $S\psi_k=-(i/2)(\psi_{k+1}-\psi_{k-1})$. A plane wave has $S=\sin\kappa$ and energy $t(\sin\kappa-\alpha)^2$. The offset of (\ref{square}) is gone, but two other defects remain. The phases $\kappa$ and $\pi-\kappa$ give the same energy, so there are spurious copies of the low states. The squared difference along $x$ connects only every second column, which doubles the low levels once more away from the walls. And since the eigenvalues of $S$ lie between $-1$ and $1$, a sample in which all $\alpha_j>1$ has $E_0\ge t\min_j(\alpha_j-1)^2$. This too grows without limit as the origin moves away.

\section{Deriving the hop that is needed}

The requirement is now definite: the value at a neighbouring site must be brought to site $r$ with a factor that transforms as $e^{i(g_r-g_{r+\mu})}$. The continuum theory supplies it. Define
\begin{equation}
D_\mu=\partial_\mu-\frac{iq}{\hbar}A_\mu,\qquad p_\mu-qA_\mu=-i\hbar D_\mu ,
\end{equation}
so that $H=-(\hbar^2/2m)\sum_\mu D_\mu^2$. Follow $\psi$ along a grid line from $r$ and remove the phase accumulated from the vector potential:
\begin{equation}
\phi(s)=e^{-i\theta(s)}\psi(r+s\hat\mu),\qquad
\theta(s)=\frac{q}{\hbar}\int_0^sA_\mu(r+s'\hat\mu)\,ds' .
\end{equation}
Differentiation gives
\begin{equation}
\frac{d\phi}{ds}=e^{-i\theta(s)}\left(\partial_\mu-\frac{iq}{\hbar}A_\mu\right)\psi
=e^{-i\theta(s)}(D_\mu\psi)(r+s\hat\mu).
\end{equation}
The right side has the form of $\phi$ with $D_\mu\psi$ in place of $\psi$, so the $n$th derivative at $s=0$ is $(D_\mu^n\psi)(r)$. Ordinary derivatives of $\phi$ are covariant derivatives of $\psi$. The ordinary three-point formula may therefore be applied safely to $\phi$. For smooth $\psi$ and $\mathbf A$, Taylor's theorem gives
\begin{equation}
\phi(a)+\phi(-a)-2\phi(0)=a^2D_\mu^2\psi+\frac{a^4}{12}D_\mu^4\psi+O(a^6).
\label{taylor}
\end{equation}

Let the phase of the link from $r$ to $r+\mu$ be
\begin{equation}
\theta_\mu(r)=\frac{q}{\hbar}\int_r^{r+a\hat\mu}\mathbf A\cdot d\mathbf l .
\label{link}
\end{equation}
Then $\phi(a)=e^{-i\theta_\mu(r)}\psi_{r+\mu}$. For the backward neighbour the integral runs from $0$ to $-a$ and equals $-\theta_\mu(r-\mu)$, so $\phi(-a)=e^{+i\theta_\mu(r-\mu)}\psi_{r-\mu}$. Multiplying (\ref{taylor}) by $-t$ gives the Peierls form of the magnetic Laplacian,
\begin{equation}
(H_P\psi)_r=t\sum_\mu\left[2\psi_r-e^{-i\theta_\mu(r)}\psi_{r+\mu}
-e^{i\theta_\mu(r-\mu)}\psi_{r-\mu}\right].
\label{peierls}
\end{equation}
The elements for the two directions along one link are complex conjugates, so $H_P$ is Hermitian.

Comparison with the naive scheme shows what was lost. For small $\theta$, $e^{-i\theta}\simeq1-i\theta-\theta^2/2$. The naive hop keeps the first two terms. The third, taken from the forward and backward links together, contributes $t\theta^2(\psi_{r+\mu}+\psi_{r-\mu})/2$, which the naive scheme replaces by $t\alpha^2\psi_r$. That is adequate when $\theta$ is small and $\psi$ changes little between sites, and both conditions depend on the gauge.

\subsection{Covariance at finite spacing}

Under (\ref{gauge}) the integral of the gradient in (\ref{link}) depends on the end points alone:
\begin{equation}
\theta'_\mu(r)=\theta_\mu(r)+g_{r+\mu}-g_r .
\end{equation}
The hop becomes $-te^{-i\theta'_\mu(r)}=e^{ig_r}\left(-te^{-i\theta_\mu(r)}\right)e^{-ig_{r+\mu}}$, and the site term is unchanged. With $G$ the diagonal matrix of the phases $e^{ig_r}$,
\begin{equation}
H_P'=GH_PG^\dagger .
\end{equation}
No expansion in $a$ was made. Energies and site densities $|\psi_r|^2$ are the same in both gauges on a coarse grid as on a fine one, and hard walls, which delete links, do not interfere.

The gauge-independent content of the phases is their sum round a plaquette,
\begin{equation}
\theta_x(r)+\theta_y(r+x)-\theta_x(r+y)-\theta_y(r)
=\frac q\hbar\oint\mathbf A\cdot d\mathbf l=\frac{q\Phi}{\hbar},
\end{equation}
with $\Phi$ the enclosed flux. For a uniform field this is $b$.

Periodic boundaries need one more condition: $e^{ig}$ must be single-valued round the ring. Moving the Landau-gauge origin by $s$ sites gives $g=-bsk$ at row $k$. On a ring of $N_y$ rows this is a gauge change if $bsN_y$ is a multiple of $2\pi$. Otherwise it changes the flux threading the ring, which is a physical change.

\subsection{The error that remains}

By (\ref{taylor}) the leading discretization error of $H_P$ is $-(\hbar^2a^2/24m)\sum_\mu D_\mu^4$. It contains covariant derivatives and no bare $\mathbf A$, so it does not know where the origin is. In Landau gauge the contrast is explicit. The $y$-energy from (\ref{peierls}) is $2t[1-\cos(\kappa-\alpha)]$, a function of $\kappa-\alpha$, whereas the naive energy (\ref{square}) expands to
\begin{equation}
\frac{E_y}{t}=(\kappa-\alpha)^2-\frac{\kappa^4}{12}+\frac{\alpha\kappa^3}{3}+\dots
\end{equation}
At $\kappa=\alpha$, where the kinetic momentum vanishes, the quartic terms add up to $\alpha^4/4$, in agreement with (\ref{quartic}).

The error in the lowest level follows from first-order perturbation theory for $b\ll1$. Let $u$ be the distance from the oscillator centre in sites and $p$ the conjugate phase, $[u,p]=i$. Then
\begin{equation}
\frac{H_P}{t}=2-2\cos p+2-2\cos(bu)
\simeq p^2+b^2u^2-\frac{p^4}{12}-\frac{b^4u^4}{12}.
\end{equation}
The quadratic part has ground energy $b$ and a Gaussian ground state with $\langle p^2\rangle=b/2$ and $\langle u^2\rangle=1/2b$. A Gaussian has $\langle p^4\rangle=3\langle p^2\rangle^2=3b^2/4$ and likewise $\langle u^4\rangle=3/4b^2$. Each quartic term thus contributes $-b^2/16$, and
\begin{equation}
E_0\simeq t\left(b-\frac{b^2}{8}\right)=\frac{\hbar\omega_c}{2}\left(1-\frac b8\right),
\label{shift}
\end{equation}
since $2tb=\hbar\omega_c$. The naive scheme has an exact parabola in $u$, so at the origin its level is $t(b-b^2/16)$. There it is slightly the better of the two; away from the origin the offset (\ref{offset}) soon outweighs this gain.

\section{A design choice: how to compute the phase}

It is tempting to replace the integral (\ref{link}) by $a$ times $A_\mu$ at the middle of the link. For a potential linear in position, such as Landau or symmetric gauge in a uniform field, this is exact. For a general gauge function it is not, because along a link
\begin{equation}
\chi(r+a\hat\mu)-\chi(r)=a\,\partial_\mu\chi+\frac{a^3}{24}\partial_\mu^3\chi+\dots,
\end{equation}
with the derivatives taken at the midpoint. The midpoint rule drops the cubic term. Round a plaquette the differences of $\chi$ cancel but the missing terms do not, and they leave a spurious phase $(qa^4/24\hbar)(\partial_x^3\partial_y\chi-\partial_x\partial_y^3\chi)$ to leading order. A pure gauge change has become a small false magnetic field.

For an example, take $8\times8$ sites with $b=0.3$ in symmetric gauge, and add the gauge function $g=1.5\sin(0.9x+0.4y)+0.2xy$, with $x$ and $y$ in units of $a$. With midpoint phases the ordered eigenvalues move by up to $7.7\times10^{-3}\,t$. With the integrals done by 12-point Gauss quadrature they move by about $10^{-14}\,t$, the level of rounding. The quadrature must be accurate enough for the potential in use; the covariance is as good as the integrals.

\section{The two designs compared}

First take a strip of 73 columns and 12 rows, periodic along $y$, with the gauge origin on the middle column and the electron parameters given above. The allowed phases are multiples of $30^\circ$. Diagonalizing the full two-dimensional Peierls matrix gives five lowest levels that agree at 0.57445 meV. They belong to $\kappa=0,\pm30^\circ,\pm60^\circ$, whose centres $\kappa/b$ lie up to 17 sites from the middle, well inside the walls. Equation (\ref{shift}) gives $9.52496\times(0.060771-0.000462)=0.57444$ meV, which is 0.8\% below the continuum value $\hbar\omega_c/2=0.5788$ meV.

The naive matrix for the same strip has its lowest level at 0.577 meV and the next two at 0.748 meV. The splitting is the constant in (\ref{square}) for $\kappa=\pm30^\circ$, namely $9.525\times(1-0.86603)^2=0.171$ meV. The naive scheme has lifted the degeneracy of the Landau level. Moving the origin by ten sites leaves these three levels where they are, because their states move with it and stay clear of the walls; what changes is the place in the strip where the energy is lowest.

Now return to the hard-walled box, which has $26\times26$ sites. The table gives its ground energy in meV, from diagonalization of the full matrices, against the displacement of the gauge origin from the centre.

\begin{center}
\begin{tabular}{rccc}
origin & Peierls & expanded & squared\\
\hline
0 nm & 0.584 & 0.591 & 0.337\\
20 nm & 0.584 & 0.674 & 0.338\\
40 nm & 0.584 & 1.458 & 0.332\\
80 nm & 0.584 & 12.818 & 5.501
\end{tabular}
\end{center}

The Peierls column is constant, as covariance demands. It lies above the level of the strip because the walls restrict the space of allowed states. For the expanded scheme at 80 nm, the nearest column is 27.5 sites from the origin, so $\alpha=1.671$ and (\ref{bound}) requires at least 8.55 meV. The squared scheme must lie above $9.525\times(0.671)^2=4.29$ meV.

The first three entries of the squared column lie well below $\hbar\omega_c/2$. A likely cause is the wall. At the first site of a row the squared difference gives $(\psi_1-\psi_3)/4$, where an interior site has $(2\psi_j-\psi_{j+2}-\psi_{j-2})/4$. For the odd sites this is a free end, with zero slope, instead of a hard wall. In the continuum, an oscillator confined to $x>0$ with zero slope at $x=0$ and centre $X=0$ has ground energy $\hbar\omega_c/2$. Moving the centre inward changes it at the rate $dE/dX=-m\omega_c^2\langle x-X\rangle$, which is negative at $X=0$, so lower levels exist near such an edge. This argument gives the direction of the effect, not the value 0.337 meV.

\section{Where the Peierls scheme stops being accurate}

Covariance holds at any spacing; accuracy does not. The expansion (\ref{taylor}) requires $\psi$, stripped of its link phase, to vary slowly over one spacing. For the lowest Landau level this means $b=a^2/\ell^2\ll1$, and (\ref{shift}) then gives a relative error of $b/8$ in this model. Higher levels have larger kinetic momentum and need a finer grid. At large flux the failure is qualitative: the phases enter through $e^{i\theta}$, so a plaquette flux phase $b+2\pi$ cannot be told from $b$. A field that puts a phase of nearly $2\pi$ through each plaquette therefore gives the low levels of a weak field, and the grid no longer approximates the continuum.
